\section*{Coercive Field Under a Linear Ramp with Pre-existing Nuclei}

Let a ferroelectric film switch by the motion of domain walls whose speed is $v=\kappa E^a$, and let the field grow as $E=rt$ from zero. Suppose that the geometry of the nuclei supplies one length $\ell$, the distance a wall must travel before half the film has switched. Three quantities then determine the coercive field $E_c$: the ramp rate $r$, with dimension field/time; the coefficient $\kappa$, with dimension length/(time$\,\times\,$field$^a$); and $\ell$. In the product $r\ell/\kappa$ the lengths and times cancel, and what remains is a field to the power $a+1$. No dimensionless combination of the three exists, so that
\begin{equation}
E_c=C_a\left(\frac{r\ell}{\kappa}\right)^{1/(a+1)},
\label{dim}
\end{equation}
with $C_a$ a pure number. The exponent $1/(a+1)$ is fixed before any kinetics is solved. The argument also shows what could spoil it: a second field, such as a threshold, or a second time, such as a waiting time for nucleation. It remains to find $C_a$ and $\ell$, and to establish that $\ell$ does not depend on $r$.

The film is initially poled in one direction, apart from small nuclei of the opposite polarization. These exist before the ramp begins, their density $n$ and initial radius $R_0$ are the same at every ramp rate, and no others form. The positive field favours the nuclei. It is uniform in the ferroelectric, and all walls respond to it at once, without inertia. Wall tension, which opposes the growth of very small domains, is neglected; for nuclei of nanometre size this is a strong idealization, whose size is estimated below. I write the speed as
\begin{equation}
v(E)=v_1\left(\frac{E}{E_1}\right)^a,\qquad \kappa=\frac{v_1}{E_1^a},
\end{equation}
where $v_1$ is the speed at the reference field $E_1$, and $a>0$. If $f$ is the switched fraction and $P_r$ the remanent polarization, the switched polarization is $P=P_r(2f-1)$. The coercive field is defined by $P=0$, that is, $f=1/2$.

The distance travelled by a wall up to time $t$ follows by changing the variable from time to field, with $dt=dE/r$:
\begin{equation}
s=\int_0^t v\,dt'=\frac{\kappa}{r}\int_0^E E'^a\,dE'
=\frac{\kappa E^{a+1}}{(a+1)r}.
\label{travel}
\end{equation}
One power of field beyond $a$ comes from the integration over the ramp, and the factor $1/r$ from the time spent in each interval of field. These two facts produce the exponent.

Each nucleus grows into a ball of radius $R=R_0+s$, and where balls meet they merge. The switched region is the union of all the balls, so its shape is determined by $s$ alone. A faster ramp passes through the same sequence of shapes, but reaches each of them at a higher field. Half switching therefore occurs at the same travel $\ell$ for every $r$. Setting $s=\ell$ in (\ref{travel}) gives
\begin{equation}
E_c=\left[\frac{(a+1)r\ell}{\kappa}\right]^{1/(a+1)}
=E_1\left[\frac{(a+1)r\ell}{v_1E_1}\right]^{1/(a+1)}.
\label{main}
\end{equation}
This proves the scaling and identifies $C_a=(a+1)^{1/(a+1)}$. The second form follows from $\kappa=v_1/E_1^a$, since $E_1^a=E_1^{a+1}/E_1$.

The positions of the nuclei have not been used, so they need not be random. Nor need the walls be equally mobile everywhere. If the local speed is $m(\mathbf r)E^a$, with the same $a$ throughout, one may measure progress by $\tau=\int E^a\,dt$ instead of time. The local speed per unit $\tau$ is $m(\mathbf r)$, which contains no field, so the shape depends on $\tau$ alone. Half switching again occurs at a fixed $\tau=E_c^{a+1}/[(a+1)r]$, and the exponent survives. Boundaries that stop walls correspond to $m=0$ and are covered too, provided that half the film can be reached at all.

For randomly placed nuclei the length $\ell$ can be calculated. Let $N$ nuclei lie independently in a region of $d$-dimensional volume $V$, with $n=N/V$. A point is still unswitched if no nucleus lies within a distance $R$ of it. The ball around the point has volume $C_dR^d$, where $C_1=2$, $C_2=\pi$ and $C_3=4\pi/3$. Each nucleus misses this ball with probability $1-C_dR^d/V$, so for a large region
\begin{equation}
1-f=\left(1-\frac{nC_dR^d}{N}\right)^N\longrightarrow e^{-nC_dR^d}.
\label{avrami}
\end{equation}
Overlap of the growing domains is thereby included. Setting $f=1/2$ and taking the logarithm gives
\begin{equation}
R_{1/2}=\left(\frac{\ln2}{nC_d}\right)^{1/d},\qquad
\ell=R_{1/2}-R_0 .
\label{half}
\end{equation}
The condition $R_0<R_{1/2}$ says that less than half the film is switched at the start. A finite $R_0$ lowers $E_c$ but leaves the exponent alone, because $R_0$ is the same at all rates. If the preceding pulse left nuclei whose size depended on its own rate, $\ell$ would inherit that dependence and the simple law would fail.

Two limits show the meaning of (\ref{main}). For $a\to0$ the speed does not depend on field, switching takes a fixed time $\ell/v_1$, and $E_c=r\ell/v_1$ is simply the field reached in that time. For $a\to\infty$ at fixed $r$, the bracket grows only in proportion to $a+1$ while its root is of order $a+1$, so $E_c\to E_1$: the walls stand still below $E_1$ and run freely above it. Between these limits, $a=1$ gives the square-root law $E_c=(2r\ell/\kappa)^{1/2}$.

The exponent has a kinetic reading that holds for any speed law $v(E)$. The condition for half switching is
\begin{equation}
r\ell=\int_0^{E_c}v(E)\,dE .
\label{general}
\end{equation}
With $\ell$ fixed, a small change of rate gives $\ell\,dr=v(E_c)\,dE_c$. Division by $E_c$ and multiplication by $r$ then yield
\begin{equation}
\frac{d\ln E_c}{d\ln r}=\frac{r\ell}{E_c\,v(E_c)}
=\frac{\ell/t_c}{v(E_c)},\qquad t_c=\frac{E_c}{r}.
\label{local}
\end{equation}
The local exponent is the mean wall speed up to coercion divided by the final speed. For $v=\kappa E^a$ the mean is smaller than the final speed by the factor $a+1$, at every rate. Conversely, let the exponent have a constant value $p$. With $I(E)=\int_0^E v\,dE'$, equation (\ref{local}) becomes $d\ln I/d\ln E=1/p$, so $I\propto E^{1/p}$ and $v\propto E^{1/p-1}$. Within this model a strict power law for $E_c$ therefore implies a power law for the walls, with $a=1/p-1$.

Experiments often locate coercion by the peak of the switching current. For $R_0=0$, equations (\ref{travel}) and (\ref{avrami}) give, with $x=E/E_c$ and $m=d(a+1)$,
\begin{equation}
f=1-\exp(-x^m\ln2),\qquad
\frac{df}{dx}=m\ln2\;x^{m-1}\exp(-x^m\ln2).
\end{equation}
The logarithmic derivative of $df/dx$ vanishes when $(m-1)/x=m\ln2\;x^{m-1}$. For $m>1$ the peak thus lies at
\begin{equation}
E_{\rm peak}=E_c\left(\frac{m-1}{m\ln2}\right)^{1/m}.
\label{peak}
\end{equation}
The linear dielectric current is constant on a linear ramp and does not move this peak. Since the factor in (\ref{peak}) contains no rate, the peak field has the same exponent as $E_c$.

For numbers, take round parameters in the rough range of a hafnium-zirconium oxide capacitor: thickness 10 nm, $P_r=20\ \mu$C/cm$^2$ and relative permittivity 30. The domains are cylinders through the film, so $d=2$. Let $n=0.01$ nm$^{-2}$, $R_0=0$, $a=9$, and $v_1=10^5$ nm/s at $E_1=1$ MV/cm. Then
\begin{equation}
\ell=R_{1/2}=\sqrt{\frac{0.6931}{\pi\times0.01}}\ {\rm nm}=4.70\ {\rm nm}.
\end{equation}
At $r=10^4$ MV/(cm s) the bracket in (\ref{main}) is $10\times10^4\times4.70/10^5=4.70$, and at $10^6$ MV/(cm s) it is 470. Hence
\begin{align}
E_c(10^4)&=4.70^{1/10}\ {\rm MV/cm}=1.167\ {\rm MV/cm},\\
E_c(10^6)&=470^{1/10}\ {\rm MV/cm}=1.850\ {\rm MV/cm}.
\end{align}
In other units these are $1.167\times10^8$ and $1.850\times10^8$ V/m. Each decade of rate multiplies the field by $10^{1/10}=1.26$.

On the slow ramp coercion takes $1.17\times10^{-4}$ s, so the mean wall speed is $4.0\times10^4$ nm/s. The final speed is $4.0\times10^5$ nm/s, and their ratio is the exponent 0.1. Most of the motion comes late: half the travel is still to be made at $E=2^{-1/10}E_c=0.93E_c$. For the same reason the starting field matters little when $a$ is large. A ramp that began at $E_s>0$ would lose the fraction $(E_s/E_c)^{a+1}$ of the travel in (\ref{travel}), which is 1/1024 for $E_s=E_c/2$.

With $m=20$ the current peaks at $1.016E_c$, or 1.19 and 1.88 MV/cm on the two ramps. The field for 99\% switching follows from $x^m\ln2=\ln100$, which gives $x=1.10$ and fields of 1.28 and 2.03 MV/cm. The latter is about half of a rough breakdown field of 4 MV/cm.

A power law is at best a local description of thermally activated walls. Consider instead
\begin{equation}
v=v_\infty e^{-E_a/E},\qquad \frac{d\ln v}{d\ln E}=\frac{E_a}{E}.
\end{equation}
I match its value and logarithmic slope to the power law at 1.167 MV/cm and assign the match to 300 K. This requires $E_a=9\times1.167=10.5$ MV/cm and $v_\infty=4.02\times10^5\,e^9=3.3\times10^9$ nm/s. Numerical integration of the wall motion then gives $E_c=1.176$ and 1.990 MV/cm on the two ramps. Both exceed the power-law values. The reason is that the slope $E_a/E$ falls with field, so $\ln v$ is a concave function of $\ln E$ and lies below its tangent, which is the power law. The walls are slower at every field except the matching one. The local exponent (\ref{local}) drifts from 0.093 on the slow ramp to 0.142 on the fast one. If $E_a$ varies as $1/T$ with $v_\infty$ held fixed, heating to 358 K lowers the two coercive fields to 1.00 and 1.71 MV/cm, a reduction of about 15\%. A narrow range of rates can thus look like a power law whose exponent belongs to that range. The dependence on temperature is weak here: at 358 K the local exponents are 0.094 and 0.145.

A threshold $E_{\rm th}$ introduces the second field that the dimensional argument excluded. If $v=\kappa(E-E_{\rm th})^a$ above threshold and zero below, the integral in (\ref{general}) starts at $E_{\rm th}$, and the substitution $u=E-E_{\rm th}$ gives
\begin{equation}
E_c=E_{\rm th}+\left[\frac{(a+1)r\ell}{\kappa}\right]^{1/(a+1)}.
\end{equation}
The excess field obeys the power law, but $E_c$ does not. With $E_{\rm th}=0.5$ MV/cm and $\kappa$ unchanged, the example gives 1.667 and 2.350 MV/cm. The mean exponent $\ln(2.350/1.667)/\ln100$ is then 0.075. Reading it as $1/(a+1)$ would give $a\approx12$ instead of 9.

Wall tension supplies a second field of the same kind. A cylinder of radius $R$ with wall energy $\gamma$ per unit area has the energy $2\pi R\gamma-2P_rE\,\pi R^2$ per unit thickness, so it grows only if $E>\gamma/(2P_rR)$. For an illustrative $\gamma=50$ mJ/m$^2$ this field is 1.25 MV/cm at $R=1$ nm and 0.27 MV/cm at $R_{1/2}$, and it diverges as $R\to0$. Let $E-\gamma/(2P_rR)$ drive the walls, hold them still while it is negative, and take $R_0=1$ nm with $\kappa$ unchanged. Integration then gives 2.04 and 2.60 MV/cm and a mean exponent of 0.053; for $\gamma=20$ mJ/m$^2$ the exponent is 0.081. The law (\ref{main}) therefore requires $\gamma/(2P_rR_0)\ll E_c$, and the choice $R_0=0$ in the example is a formal one.

The other essential assumption is that nuclei do not form during the ramp. Suppose that there are none at the start, and that they appear at random with rate $jE^b$ per unit volume and time, with $b>-1$ and negligible initial size. A nucleus born at field $E'$ has radius $s(E)-s(E')$ at field $E$. The expected number of nuclei that have reached a given point is
\begin{equation}
X=\int_0^E jE'^b\,C_d\,[s(E)-s(E')]^d\,\frac{dE'}{r},
\end{equation}
and $1-f=e^{-X}$. Fictitious nuclei counted inside switched regions do no harm, since their growth remains inside those regions. With $E'=yE$ and (\ref{travel}),
\begin{equation}
X=\frac{jC_d\kappa^d}{(a+1)^d}\,
\frac{E^{d(a+1)+b+1}}{r^{d+1}}
\int_0^1y^b(1-y^{a+1})^d\,dy .
\end{equation}
The last integral is a number. Setting $X=\ln2$ gives
\begin{equation}
E_c\propto r^{q},\qquad q=\frac{d+1}{d(a+1)+b+1}.
\label{ongoing}
\end{equation}
For $d=2$ and $a=3$, nucleation at a rate independent of field ($b=0$) gives $q=1/3$, whereas pre-existing nuclei give $1/4$. For $b=a$, however, the denominator is $(d+1)(a+1)$ and $q=1/(a+1)$ again. The measured exponent alone therefore cannot prove that the nuclei were present beforehand.

A real capacitor also adds electrical effects. If coercion is read from zero total charge, the condition is $P+\varepsilon E=0$, where $\varepsilon=2.66\ \mu$C/cm$^2$ per MV/cm for relative permittivity 30. At 1.167 MV/cm the linear term is $3.1\ \mu$C/cm$^2$, so the charge vanishes before half the film has switched. Solving this condition numerically gives 1.154 and 1.816 MV/cm. The relative shift grows from 1.1\% on the slow ramp to 1.9\% on the fast one, because the dielectric charge grows with field; a fixed charge would give the same relative shift on both. The mean exponent falls to 0.098.

A non-ferroelectric layer at an electrode has a stronger effect. Let its thickness be $\delta=0.5$ nm and its permittivity that of the film, whose thickness is $h$. Without trapped charge at the interface, $\varepsilon E_f+P=\varepsilon E_l$, where $E_f$ and $E_l$ are the fields in film and layer. Inserting this in the voltage $V=hE_f+\delta E_l$ gives
\begin{equation}
E_f=E-\frac{\delta P}{\varepsilon(h+\delta)},\qquad E=\frac{V}{h+\delta}.
\end{equation}
At the start $P\approx-P_r$, and the polarization adds 0.36 MV/cm to the field that drives switching. In this mean-field estimate, integration with $E$ as the ramped field gives coercive fields of 0.996 and 1.657 MV/cm, lower by 15\% and 10\%, and a mean exponent of 0.110. The field in the layer, $E_l=E_f+P/\varepsilon$, is $-7.2$ MV/cm at the start and about $+9$ MV/cm after switching at $E=2$ MV/cm. This is roughly twice the breakdown field quoted above, across a layer thin enough for electrons to tunnel through, so in a real capacitor injected charge would be expected to screen part of the polarization. These numbers describe the unscreened limit only. In that limit the same internal field acts at zero voltage. There the power law gives a speed that would cover $R_{1/2}$ in about 0.5 s if it stayed constant. The calculation therefore assumes that the ramp starts immediately after poling, and this use of the power law should not be taken as a prediction of retention.

Coercive fields near 1 MV/cm and remanent polarizations of some tens of $\mu$C/cm$^2$ are typical, roughly, of 10 nm hafnia-based films. The values of $n$, $a$ and $v_1$ are choices that place the model in this range, not measured properties. Such films are polycrystalline, so free wall motion through the whole film is the assumption most open to doubt. As an estimate, let square grains of side 15 nm stop all walls, with $n$ unchanged. Sampling one random point in each of 200\,000 such grains, and taking the median distance to the nearest nucleus in the same grain, gives $R_{1/2}=5.7$ nm. About 10\% of the grains contain no nucleus and never switch in the model. The slow-ramp coercive field rises by only 2\%, to 1.19 MV/cm, because of the tenth root, and the exponent is unchanged. If instead the grains start without nuclei and each must wait for its own, the kinetics changes in kind. Equation (\ref{ongoing}) does not apply either, because it lets domains grow through the whole film. Let nuclei form at the rate $jE^b$ per unit volume and time, as above, and let a grain of volume $\Omega$ switch as soon as it has one. The unswitched fraction is then $\exp\{-j\Omega E^{b+1}/[(b+1)r]\}$. Setting it to one half gives $E_c\propto r^{1/(b+1)}$, in which the wall exponent $a$ no longer appears.

The circuit limits the usable ramp rate. The peak current density is $2P_r\,df/dt$ plus the dielectric part $\varepsilon r$. The sum is 2.5 A/cm$^2$ on the slow ramp and 159 A/cm$^2$ on the fast one. For a square capacitor of side 50 $\mu$m in series with 50 $\Omega$, the resistive drops are 3 mV and 0.20 V, if their reaction on the switching is ignored. The coercive voltages are 1.17 and 1.85 V. On the fast ramp the drop is thus about 11\% of the coercive voltage, and the field in the film is no longer a linear ramp. When the reaction on the switching is included, the largest drop is 0.15 V, half switching occurs at an applied voltage of 1.92 V, and the mean exponent of the applied coercive voltage rises to 0.108. At fixed resistance and current density the drop is proportional to the area, so a smaller capacitor extends the range of the law.

Direct tunnelling is negligible by comparison. Take a barrier of 2 eV, an effective mass of 0.2 electron masses, and the fast-ramp field. The semiclassical (WKB) transmission at the Fermi level is then about $10^{-20}$. Multiplied by the full one-sided electron flux of a free-electron metal with $5\times10^{28}$ electrons per m$^3$, it gives roughly $3\times10^{-9}$ A/cm$^2$. Within this approximation that overstates the current, since most of the electrons lie well below the Fermi level or move obliquely, and are transmitted far less. The few thermally excited above it do not make up the difference at room temperature. The estimate leaves out conduction through traps, which can be much larger in a defective film and would have to be measured separately.
